# Bulk Electron Energy Loss from Classical Work and the Inverse Permittivity, part 2

An electron of charge $-e$ (with $e>0$) and mass $m$ moves at constant velocity $\mathbf v$ along $z$ through an unbounded, homogeneous, isotropic, nonmagnetic medium. We want the energy it loses, neglecting recoil. Units are Gaussian. Fields are expanded as

$$f(\mathbf r,t)=\int\!\frac{d^3k}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\,f(\mathbf k,\omega)\,e^{i(\mathbf k\cdot\mathbf r-\omega t)}.$$

The fields are $\mathbf E$, $\mathbf B$ and $\mathbf D=\mathbf E+4\pi\boldsymbol\Pi$, where $\boldsymbol\Pi$ is the polarization. The response is local, $\mathbf D=\varepsilon(\omega)\mathbf E$, with $\varepsilon(-\omega)=\varepsilon^*(\omega)$, and absorption means $\operatorname{Im}\varepsilon>0$ for $\omega>0$.

The charge density has the transform $\rho(\mathbf k,\omega)=-2\pi e\,\delta(\omega-k_zv)$. Hence $k_z=\omega/v$ and $k^2=q^2+\omega^2/v^2$, where $\mathbf q$ is the part of $\mathbf k$ perpendicular to the path. The aperture admits $q<q_c$.

The energy lost per unit path is

$$\frac{dW}{dz}=eE_z(\mathbf vt,t)=\int_0^\infty\hbar\omega\,P(\omega)\,d\omega,$$

where $P$ is the mean number of quanta lost per unit path and frequency. Contributions at $\omega$ and $-\omega$ are added to give an integral over positive frequencies. If losses are independent and their mean number over a path is $\bar n$, the chance of at least one is $1-e^{-\bar n}$.

In the quasi-static limit, $c\to\infty$, the field is purely longitudinal (parallel to $\mathbf k$), with $E_{L,z}=-4\pi i\omega\rho/(v\varepsilon k^2)$. This gives

$$P=\frac{e^2}{\pi\hbar v^2}\,\Lambda\operatorname{Im}\left(-\frac1\varepsilon\right),\qquad \Lambda=\ln\left[1+\left(\frac{q_cv}{\omega}\right)^2\right],$$

where $\operatorname{Im}(-1/\varepsilon)$ is called the loss function. If the longitudinal permittivity $\varepsilon_L(k,\omega)$ depends on wavevector, this is replaced by

$$P(\omega)=\frac{e^2}{\pi^2\hbar v^2}\int_{q<q_c}\frac{d^2q}{k^2}\operatorname{Im}\left[-\frac1{\varepsilon_L(k,\omega)}\right].$$

At finite $c$, Gauss's law and the longitudinal field are unchanged, but a transverse field must be added. The question is now what changes when $c$ is finite.

**A.** The magnetic field and the current enter. With $\mathbf J=\rho\mathbf v$, Faraday's and Ampère's laws read

$$i\mathbf k\times\mathbf E=\frac{i\omega}c\mathbf B,\qquad i\mathbf k\times\mathbf B=-\frac{i\omega\varepsilon}c\mathbf E+\frac{4\pi}c\mathbf J .$$

Insert $\mathbf B=(c/\omega)\mathbf k\times\mathbf E$ from the first into the second, and multiply by $-i\omega/c$:

$$\mathbf k\times(\mathbf k\times\mathbf E)=-\frac{\varepsilon\omega^2}{c^2}\mathbf E-\frac{4\pi i\omega}{c^2}\mathbf J .$$

The left side equals $\mathbf k(\mathbf k\cdot\mathbf E)-k^2\mathbf E=-k^2\mathbf E_T$, where $\mathbf E_T$ is the part perpendicular to $\mathbf k$. The perpendicular part of the equation is

$$\left(k^2-\frac{\varepsilon\omega^2}{c^2}\right)\mathbf E_T=\frac{4\pi i\omega}{c^2}\mathbf J_T .$$

The transverse current is $\mathbf J_T=\rho[\mathbf v-\mathbf k(\mathbf k\cdot\mathbf v)/k^2]$. Its $z$ component is $\rho v(1-k_z^2/k^2)=\rho vq^2/k^2$.

**Q.** So you add the two fields. Does the work still have the same structure?

**A.** Yes. With $\beta=v/c$, the sum is

$$E_z=\frac{4\pi i\omega\rho}{v}X,\qquad X=-\frac1{\varepsilon k^2}+\frac{\beta^2q^2}{k^2(k^2-\varepsilon\omega^2/c^2)} .$$

In the first half $X$ was its first term. Since $X(-\omega)=X^*(\omega)$, the frequencies fold as before, and

$$P_{\rm full}=\frac{e^2}{\pi^2\hbar v^2}\int_{q<q_c}d^2q\,\operatorname{Im}X .$$

The first term of $X$ gives the loss function with the same logarithm. The second is an additional transverse loss. The statement that bulk loss is proportional to $\operatorname{Im}(-1/\varepsilon)$ is thus true of the longitudinal part, and of the whole where the transverse part is negligible.

**Q.** Can the sum be integrated?

**A.** Bring $X$ to the common denominator $\varepsilon k^2(k^2-\varepsilon\omega^2/c^2)$. The numerator is

$$-k^2+\frac{\varepsilon\omega^2}{c^2}+\varepsilon\beta^2q^2=-k^2+\varepsilon\beta^2\left(\frac{\omega^2}{v^2}+q^2\right)=k^2(\varepsilon\beta^2-1).$$

The factor $k^2$ cancels, leaving

$$X=\frac{\beta^2-1/\varepsilon}{q^2+a},\qquad a=\frac{\omega^2}{v^2}(1-\varepsilon\beta^2).$$

With $u=q^2$ the integral is $\pi[\ln(q_c^2+a)-\ln a]$. Absorption makes $\operatorname{Im}a<0$, so both arguments lie in the lower half-plane and the principal logarithm is continuous between them. The difference of their phases lies between 0 and $\pi$, so the logarithms may be combined without an extra $2\pi i$:

$$P_{\rm full}=\frac{e^2}{\pi\hbar v^2}\operatorname{Im}\left\{\left(\beta^2-\frac1\varepsilon\right)\ln\left[1+\frac{q_c^2v^2}{\omega^2(1-\varepsilon\beta^2)}\right]\right\}.$$

**Q.** When may I use the simpler law?

**A.** Take $q_cv/\omega\gg1$ and $\beta^2|\varepsilon|\ll1$. The logarithm is then approximately $\Lambda-\ln(1-\varepsilon\beta^2)\approx\Lambda+\varepsilon\beta^2+\tfrac12\varepsilon^2\beta^4$. Multiply by $\beta^2-1/\varepsilon$. The terms $\beta^2\Lambda$ and $-\beta^2$ are real and drop out, while $\beta^4\varepsilon$ and $-\tfrac12\beta^4\varepsilon$ remain:

$$\operatorname{Im}\{\ldots\}\approx\Lambda\operatorname{Im}\left(-\frac1\varepsilon\right)+\frac{\beta^4}2\operatorname{Im}\varepsilon .$$

Relative to the first term the correction is $\beta^4|\varepsilon|^2/(2\Lambda)$. It is small near a plasmon, where $|\varepsilon|$ is small, even if $\beta$ is not.

**Q.** And when $\varepsilon$ is large?

**A.** Let $\varepsilon$ be nearly real with $\beta^2\varepsilon>1$. Then $a$ is negative with a vanishing negative imaginary part. If $q_c^2>|a|$, the phase of the combined logarithm tends to $\pi$, and

$$P_{\rm full}\to\frac{e^2}{\hbar v^2}\left(\beta^2-\frac1\varepsilon\right)=\frac{e^2}{\hbar c^2}\left(1-\frac1{\beta^2\varepsilon}\right).$$

The loss persists although $\operatorname{Im}(-1/\varepsilon)\to0$. It comes from $q^2=-a$, where $k^2=\varepsilon\omega^2/c^2$, the dispersion relation of light in the medium. This is Cherenkov emission. Below threshold $a$ is positive for $\varepsilon$ real, and the loss vanishes with the absorption, except where $\varepsilon$ itself passes through zero. There $\operatorname{Im}(-1/\varepsilon)$ narrows into the plasmon peak, whose area stays finite.

**Q.** All this is algebra in Fourier space. An error in a convention could run through the whole of it.

**A.** The wave equation was therefore also solved numerically as three linear equations for $\mathbf E$, without separating longitudinal and transverse parts, and integrated over $q$. In units of $e^2/(\pi\hbar v^2)$, and with $q_cv/\omega=100$ throughout, a case with $\varepsilon=4+0.001i$ at $\beta=0.695$ gives 0.7339, against the Cherenkov limit 0.7334. With $\varepsilon=1.5+0.001i$, below threshold, it gives 0.00435. At $\beta=0.01$, with an absorbing permittivity, it gives 0.21395, equal to the quasi-static formula in all printed digits.

**Q.** That still begins from waves of fixed frequency. Can the loss function be avoided altogether?

**A.** Yes, in the quasi-static limit, for a medium of damped oscillators:

$$\ddot{\boldsymbol\Pi}+\gamma\dot{\boldsymbol\Pi}+\omega_0^2\boldsymbol\Pi=\frac{\omega_p^2}{4\pi}\mathbf E,\qquad \mathbf E=\mathbf D-4\pi\boldsymbol\Pi .$$

Here $\omega_0$ is the resonance frequency, $\omega_p$ measures the oscillator density, and $\gamma$ is the damping rate. $\mathbf D$ is the bare Coulomb field of the charge. The sign of the charge does not affect the loss, so call it $Q$. For one $\mathbf q$ its bare potential is

$$\int\frac{dk_z}{2\pi}\frac{4\pi Q\,e^{ik_z(z-vt)}}{q^2+k_z^2}=\frac{2\pi Q}q e^{-q|z-vt|}.$$

Watch the plane $z=0$, which the charge reaches at $t=0$. For $t<0$ the plane lies ahead of the charge, and minus the $z$ derivative gives $D_z=2\pi Qe^{qvt}$. The induced field is $-4\pi\Pi_z$, so the retarding force at arrival is

$$S=4\pi Q\int_{q<q_c}\frac{d^2q}{(2\pi)^2}\,\Pi_z(q,t=0).$$

**Q.** And is this the same as the integral over the loss function?

**A.** The oscillator equations were followed numerically in time for $\omega_0=0.3$, $\gamma=0.1$ and $q_c=10$, in units where $Q=v=\omega_p=1$. The force is 2.2017791. The integral $\int\hbar\omega P\,d\omega$ for the same medium is 2.2017791.

In the limit of weak damping both sides can also be found analytically. Put $\Pi_z=Ae^{qvt}$ and move the term $-4\pi\Pi_z$ to the left. With $\Omega^2=\omega_0^2+\omega_p^2$ this gives $A=\tfrac12\omega_p^2Q/(q^2v^2+\gamma qv+\Omega^2)$. For $\gamma\to0$,

$$S=Q^2\omega_p^2\int_0^{q_c}\frac{q\,dq}{q^2v^2+\Omega^2}=\frac{Q^2\omega_p^2}{2v^2}\ln\left(1+\frac{q_c^2v^2}{\Omega^2}\right).$$

On the other side, the oscillator equation at frequency $\omega$ gives

$$\varepsilon=1+\frac{\omega_p^2}{\omega_0^2-\omega^2-i\gamma\omega},\qquad \operatorname{Im}\left(-\frac1\varepsilon\right)=\frac{\omega_p^2\gamma\omega}{(\Omega^2-\omega^2)^2+\gamma^2\omega^2}.$$

The second follows from $1/\varepsilon=1-\omega_p^2/(\Omega^2-\omega^2-i\gamma\omega)$. As $\gamma\to0$ it becomes $(\pi\omega_p^2/2\Omega)\,\delta(\omega-\Omega)$, and $\int\hbar\omega P\,d\omega$ gives the same $S$.

**Q.** Show me numbers in which the inverse matters.

**A.** Take a model medium with $\hbar\omega_0=5\ \mathrm{eV}$, $\hbar\omega_p=15\ \mathrm{eV}$ and $\hbar\gamma=2\ \mathrm{eV}$. It has its largest $\operatorname{Im}\varepsilon$ at $4.90\ \mathrm{eV}$, but its largest loss function at $15.78\ \mathrm{eV}$, close to $\hbar\Omega=15.81\ \mathrm{eV}$. At $5\ \mathrm{eV}$, $\varepsilon=1+22.5i$. The medium absorbs readily but screens strongly:

$$\operatorname{Im}\left(-\frac1\varepsilon\right)=\frac{22.5}{1+22.5^2}=0.0444 .$$

At the loss peak $\varepsilon=0.0151+0.1388i$. The numerator is far smaller, yet the quotient is $0.1388/0.0195=7.12$.

**Q.** And the probability for a real beam energy?

**A.** For $200\ \mathrm{keV}$, $\beta^2=0.4835$. The wavenumber of the electron is $k_0=\gamma_Lmv/\hbar=2505\ \mathrm{nm^{-1}}$, where $\gamma_L=1.391$ is the Lorentz factor. A collection half-angle $\theta_c=2\ \mathrm{mrad}$ gives $q_c=k_0\theta_c=5.01\ \mathrm{nm^{-1}}$. Per unit energy $E=\hbar\omega$ the density is $dP/dE=P(\omega)/\hbar$, with prefactor

$$\frac{e^2}{\pi\hbar^2v^2}=2.435\times10^{-5}\ \mathrm{eV^{-1}\,nm^{-1}}.$$

At the peak $q_cv/\omega=43.57$ and $\Lambda=7.549$, so

$$\frac{dP}{dE}=2.435\times10^{-5}\times7.549\times7.122=1.309\times10^{-3}\ \mathrm{eV^{-1}\,nm^{-1}}.$$

The retarded formula is larger by a factor 1.0003. The estimate $\beta^4|\varepsilon|^2/(2\Lambda)=0.234\times0.0195/15.1=3.0\times10^{-4}$ accounts for the difference.

**Q.** Then retardation can be forgotten.

**A.** Not at low energy. At $3\ \mathrm{eV}$, $\varepsilon=13.33+4.62i$, whose real part is far above the threshold $1/\beta^2=2.07$. With $\Lambda=10.87$ the logarithm in the full formula is $9.10+2.752i$, and $\beta^2-1/\varepsilon=0.4165+0.0232i$. The imaginary part of the product is

$$0.4165\times2.752+0.0232\times9.10\approx1.36,$$

against $0.0232\times10.87=0.252$ in the quasi-static law. The ratio is 5.4. At $5\ \mathrm{eV}$ it is still 2.4. For a path in the unbounded medium, a loss function read from this part of the spectrum with the simple law would be too large by these factors.

**Q.** What does that do to a thickness measurement?

**A.** Over a path of $20\ \mathrm{nm}$ the mean number of losses between 0 and $50\ \mathrm{eV}$ is 0.0788 in the quasi-static law and 0.0820 with retardation. Path divided by number is $254\ \mathrm{nm}$ and $244\ \mathrm{nm}$. A thickness found from this number with the quasi-static value would be about 4% too large, relative to the retarded one. Between 10 and $25\ \mathrm{eV}$ the numbers are 0.0746 and 0.0747, which differ by about 0.2%. In this unbounded model the window around the plasmon is the less sensitive to retardation. That says nothing about its sensitivity to surfaces. With 0.0820 expected losses, the chance of at least one is $1-e^{-0.0820}=0.079$ if they are independent.

**Q.** Would a real $20\ \mathrm{nm}$ film give these values?

**A.** No such claim is made. They belong to $20\ \mathrm{nm}$ of path inside an unbounded medium. The longitudinal scale of the field is $v/\omega$, which is $46\ \mathrm{nm}$ at $3\ \mathrm{eV}$ and $8.7\ \mathrm{nm}$ at the peak. At $3\ \mathrm{eV}$ this scale exceeds the thickness of such a film, so the bulk formula cannot be relied on there. At the peak it is still more than 40% of the thickness, which is not small. The surfaces take intensity from the bulk plasmon and give it to surface modes, here near $\hbar\sqrt{\omega_0^2+\omega_p^2/2}=11.7\ \mathrm{eV}$ where $\varepsilon\approx-1$, inside the window from 10 to $25\ \mathrm{eV}$. For so thin a film these changes exceed the 4% and 0.2% due to retardation. Surfaces and guided waves must then be included, by solving Maxwell's equations with the boundaries of the film.

**Q.** And your two other approximations, recoil and locality?

**A.** Recoil is harmless here. With exact relativistic kinematics the squared wavevector transfer is $k^2=(k_0-k_1)^2+4k_0k_1\sin^2(\theta/2)$, where $k_1$ is the final wavenumber and $\theta$ the scattering angle. Using this in the angular integral changes the logarithm at the peak by less than one part in $10^4$.

Locality is the weaker assumption. Lowering $q_c$ fivefold, to $1\ \mathrm{nm^{-1}}$, reduces the logarithm at the peak from 7.55 to $\ln(1+8.71^2)=4.34$. About 42% of the peak intensity thus comes from $q$ between 1 and $5\ \mathrm{nm^{-1}}$. If the permittivity of a solid varies in that range, the integral with $\varepsilon_L(k,\omega)$ must be used, or the aperture made smaller. The remaining values at each energy are in the numerical output below.

## Numbers as computed

```
TIME-DOMAIN TEST (charge = v = wp = 1)
w0, gamma, qc: 0.3, 0.1, 10.0
force from oscillators in time: 2.2017791
force from loss function:       2.2017791
WAVE-EQUATION TESTS (P in units e^2/(pi hbar v^2))
beta=0.01, eps of 3 eV, qc v/w=100: solved 0.21395
  quasi-static formula: 0.21395
eps=4+0.001i, example beam: solved 0.73390
  Cherenkov limit: 0.73344
eps=1.5+0.001i, example beam: solved 0.00435
EXAMPLE INPUTS
hbar w0, hbar wp, hbar gamma: 5.0, 15.0, 2.0 eV
beam energy: 200 keV
collection half-angle: 2.0 mrad
path: 20 nm
BEAM
Lorentz factor: 1.39139
beta: 0.69531; beta^2: 0.48346
threshold permittivity 1/beta^2: 2.0684
k0: 2505.32 1/nm; qc: 5.0106 1/nm
prefactor e^2/(pi hbar^2 v^2): 2.43482e-05 1/(eV nm)
PEAKS
maximum of Im eps: 4.900 eV
maximum of Im(-1/eps): 15.780 eV
maximum of retarded spectrum: 15.771 eV
sqrt(E0^2+EP^2): 15.811 eV
AT 3.000 eV: eps = 13.3288 + 4.6233 i
  Im(-1/eps): 0.02323
  w/v: 0.021865 1/nm; qc v/w: 229.161
  logarithm: 10.8689
  dP/dE quasi-static: 6.1473e-06 1/(eV nm)
  dP/dE retarded:     3.3052e-05 1/(eV nm)
  dP/dE wave equation: 3.3052e-05 1/(eV nm)
  retarded/quasi-static: 5.3767
AT 5.000 eV: eps = 1.0000 + 22.5000 i
  Im(-1/eps): 0.04436
  w/v: 0.036442 1/nm; qc v/w: 137.496
  logarithm: 9.8472
  dP/dE quasi-static: 1.0635e-05 1/(eV nm)
  dP/dE retarded:     2.5908e-05 1/(eV nm)
  dP/dE wave equation: 2.5908e-05 1/(eV nm)
  retarded/quasi-static: 2.4361
AT 15.780 eV: eps = 0.0151 + 0.1388 i
  Im(-1/eps): 7.12225
  w/v: 0.115009 1/nm; qc v/w: 43.567
  logarithm: 7.5491
  dP/dE quasi-static: 1.3091e-03 1/(eV nm)
  dP/dE retarded:     1.3095e-03 1/(eV nm)
  dP/dE wave equation: 1.3095e-03 1/(eV nm)
  retarded/quasi-static: 1.0003
recoil: relative change of logarithm at peak: 3.66e-05
MEAN NUMBER OF LOSSES IN THE PATH
0-50 eV: quasi-static 0.07877, retarded 0.08199
10-25 eV: quasi-static 0.07460, retarded 0.07473
path/number, 0-50 eV, quasi-static: 253.9 nm
path/number, 0-50 eV, retarded: 243.9 nm
```
